# The Troullier-Martins potential of hydrogen 1s and its 2s and 3s errors: a program that tests the result

```python
"""
Result under test: the Troullier-Martins pseudopotential of bare hydrogen 1s
(l = 0, cutoff radius rc = 1 bohr) and the errors of its 2s and 3s levels.

Inside rc the radial function is R = exp(p), p = c0 + c2 r^2 + ... + c12 r^12;
outside it is 2 exp(-r).  Matching at rc (value and four derivatives), equal
norm inside rc and zero curvature of the potential at r = 0 fix p.
The coefficients reduce to functions of c2 alone, which the norm determines.
D(E) is the logarithmic derivative u'/u at rc, with u = r R.
All algebra is in atomic units; printed energies are in eV, lengths in angstrom.
"""
import numpy as np
import mpmath as mp
from numpy.polynomial import Polynomial, Legendre
from scipy.constants import physical_constants, angstrom
from scipy.integrate import solve_ivp, quad
from scipy.linalg import eigh
from scipy.optimize import brentq

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] / angstrom
E1 = -0.5
LN2 = np.log(2.0)
NORM_H = 1.0 - 5.0 * np.exp(-2.0)

x_gl, w_gl = np.polynomial.legendre.leggauss(80)
x_gl, w_gl = 0.5 * (x_gl + 1.0), 0.5 * w_gl      # nodes on the interval 0..1


def free_parameters(c2):
    a = c2**2 / 75 - c2 / 3 - 21 / 64
    return a, c2 + 35 / 32 + 5 * a


def coefficients(c2):
    """c0, c2, ..., c12 from the derived one-parameter formulas."""
    a, b = free_parameters(c2)
    return np.array([LN2 - 35 / 128 + a, c2, 35 / 64 + 10 * a - 5 * b,
                     -7 / 32 - 10 * a + 10 * b, 5 / 128 + 5 * a - 10 * b,
                     -a + 5 * b, -b])


def exponent(c):
    full = np.zeros(13)
    full[::2] = c
    return Polynomial(full)


def inner_norm(c2):
    p = exponent(coefficients(c2))
    return np.sum(w_gl * x_gl**2 * np.exp(2 * p(x_gl)))


def inner_potential(c):
    p1 = exponent(c).deriv()
    return E1 + Polynomial(p1.coef[1:]) + 0.5 * (p1.deriv() + p1 * p1)


def full_potential(c):
    v_in = inner_potential(c)
    return lambda r: np.where(r < 1.0, v_in(np.minimum(r, 1.0)),
                              -1.0 / np.maximum(r, 1.0))


# ---- independent level solver: spectral elements on 0..80 bohr ----
DEG = 28
leg = Legendre.basis(DEG)
x_el = np.concatenate(([-1.0], np.sort(leg.deriv().roots().real), [1.0]))
p_el = leg(x_el)
w_el = 2.0 / (DEG * (DEG + 1) * p_el**2)
gap = x_el[:, None] - x_el[None, :]
np.fill_diagonal(gap, 1.0)
diff_el = p_el[:, None] / (p_el[None, :] * gap)
np.fill_diagonal(diff_el, 0.0)
diff_el[0, 0] = -DEG * (DEG + 1) / 4
diff_el[-1, -1] = DEG * (DEG + 1) / 4


def levels_by_diagonalization(potential):
    edges = [0.0, 1.0, 2.5, 5.0, 10.0, 20.0, 40.0, 80.0]
    size = DEG * (len(edges) - 1) + 1
    kinetic = np.zeros((size, size))
    mass, r = np.zeros(size), np.zeros(size)
    for k in range(len(edges) - 1):
        half = 0.5 * (edges[k + 1] - edges[k])
        sl = slice(k * DEG, (k + 1) * DEG + 1)
        r[sl] = edges[k] + half * (x_el + 1.0)
        mass[sl] += half * w_el
        kinetic[sl, sl] += 0.5 * diff_el.T @ (w_el[:, None] * diff_el) / half
    keep = slice(1, size - 1)                    # u = 0 at both ends
    root = np.sqrt(mass[keep])
    ham = kinetic[keep, keep] / np.outer(root, root)
    ham += np.diag(potential(r[keep]))
    return eigh(ham, eigvals_only=True, subset_by_index=[0, 2])


# ---- logarithmic derivatives at rc ----
def d_pseudo(energy, v_in):
    sol = solve_ivp(lambda r, y: [y[1], 2 * (v_in(r) - energy) * y[0]],
                    (0.0, 1.0), [0.0, 1.0], method="DOP853",
                    rtol=1e-12, atol=1e-14)
    return sol.y[1, -1] / sol.y[0, -1]


def d_hydrogen(energy):
    k = mp.sqrt(-2 * mp.mpf(energy))
    a = 1 - 1 / k
    return float(1 - k + k * a * mp.hyp1f1(a + 1, 3, 2 * k)
                 / mp.hyp1f1(a, 2, 2 * k))


def d_outer(energy):
    k = mp.sqrt(-2 * mp.mpf(energy))
    a = 1 - 1 / k
    return float(mp.re(1 - k - 2 * k * a * mp.hyperu(a + 1, 3, 2 * k)
                       / mp.hyperu(a, 2, 2 * k)))


# ---- solve the norm condition and count its roots ----
scan = np.linspace(-20.0, 40.0, 601)
signs = np.sign([inner_norm(c) - NORM_H for c in scan])
root_count = int(np.sum(signs[1:] != signs[:-1]))
assert root_count == 2
c2_tm = brentq(lambda c: inner_norm(c) - NORM_H, -5.0, 5.0, xtol=1e-14)
c2_other = brentq(lambda c: inner_norm(c) - NORM_H, 5.0, 40.0, xtol=1e-13)
c_tm = coefficients(c2_tm)
p_tm = exponent(c_tm)
v_tm = inner_potential(c_tm)

# ---- the seven defining conditions, for both solutions ----
for c2_value in (c2_tm, c2_other):
    poly = exponent(coefficients(c2_value))
    high_first = [mp.mpf(float(q)) for q in poly.coef[::-1]]
    radial = lambda r: mp.exp(mp.polyval(high_first, r))
    for order in range(5):
        wanted = (-1)**order * 2 * np.exp(-1.0)
        assert abs(float(mp.diff(radial, 1, order)) - wanted) < 1e-8
    norm_ps = quad(lambda r: r**2 * np.exp(2 * poly(r)), 0, 1, epsabs=1e-12)[0]
    norm_true = quad(lambda r: 4 * r**2 * np.exp(-2 * r), 0, 1)[0]
    assert abs(norm_ps - norm_true) < 1e-9
    v_poly = inner_potential(coefficients(c2_value))
    for r in (0.3, 0.7):                         # potential from u''/(2u)
        u = lambda t: t * radial(t)
        v_inverted = E1 + float(mp.diff(u, r, 2) / (2 * u(r)))
        assert abs(v_inverted - v_poly(r)) < 1e-7
high_first = [mp.mpf(float(q)) for q in p_tm.coef[::-1]]
u_tm = lambda t: t * mp.exp(mp.polyval(high_first, t))
step = 1e-3
curvature = 2 * (v_tm(step) - v_tm(0.0)) / step**2
assert abs(curvature) < 1e-3
for order, wanted in enumerate((-1.0, 1.0, -2.0)):   # join to -1/r at rc
    value = v_tm(1.0) if order == 0 else v_tm.deriv(order)(1.0)
    assert abs(value - wanted) < 1e-8

# ---- levels by two roads ----
control = levels_by_diagonalization(lambda r: -1.0 / r)
exact = np.array([-1 / 2, -1 / 8, -1 / 18])
assert np.max(np.abs(control - exact)) < 1e-8
diag = levels_by_diagonalization(full_potential(c_tm))
assert abs(diag[0] - E1) < 1e-8
matched = []
for n, width in ((2, 0.005), (3, 0.002)):
    center = -0.5 / n**2
    matched.append(brentq(lambda e: d_pseudo(e, v_tm) - d_outer(e),
                          center - width, center + width, xtol=1e-13))
matched = np.array(matched)
assert np.max(np.abs(matched - diag[1:])) < 1e-8
errors = matched - exact[1:]

# ---- energy derivatives of D and the inner integral I ----
def inner_integral(log_radial):
    def phi2(r):
        return r**2 * np.exp(2 * (log_radial(r) - log_radial(1.0)))
    charge = np.array([r * np.sum(w_gl * phi2(r * x_gl)) for r in x_gl])
    return np.sum(w_gl * charge**2 / phi2(x_gl))


log_h = lambda r: LN2 - r
i_h, i_ps = inner_integral(log_h), inner_integral(p_tm)
h = 0.02
slope_formula = -2 * NORM_H / (4 * np.exp(-2.0))
slopes = []
for d_func, integral in ((d_hydrogen, i_h),
                         (lambda e: d_pseudo(e, v_tm), i_ps)):
    low, mid, high = d_func(E1 - h), d_func(E1), d_func(E1 + h)
    slopes.append((high - low) / (2 * h))
    assert abs(slopes[-1] / slope_formula - 1) < 1e-3
    assert abs((high - 2 * mid + low) / h**2 / (-8 * integral) - 1) < 2e-3
assert i_ps < i_h

# charge inside r is smaller for the pseudo-orbital: it is shifted outward
for r in np.linspace(0.05, 0.95, 19):
    q_ps = r * np.sum(w_gl * (r * x_gl)**2 * np.exp(2 * p_tm(r * x_gl)))
    q_h = r * np.sum(w_gl * (r * x_gl)**2 * np.exp(2 * log_h(r * x_gl)))
    assert q_ps < q_h
r_cross = brentq(lambda r: p_tm(r) - log_h(r), 0.05, 0.95)

# ---- error estimates ----
u2 = np.exp(-0.5) * (1 - 0.5) / np.sqrt(2)
u3 = 2 / (3 * np.sqrt(3)) * (1 - 2 / 3 + 2 / 27) * np.exp(-1 / 3)
u_sq = np.array([u2**2, u3**2])
delta_d = np.array([d_pseudo(e, v_tm) - d_hydrogen(e) for e in exact[1:]])
linearized = 0.5 * u_sq * delta_d
quadratic = 2 * u_sq * (exact[1:] - E1)**2 * (i_h - i_ps)
assert np.all(np.abs(linearized / errors - 1) < 0.01)
assert np.all(errors > 0)
assert np.all((errors / quadratic > 0.5) & (errors / quadratic < 2.0))
defects = np.array([2, 3]) - 1 / np.sqrt(-2 * matched)

# ---- contrasts: wrong inner norm, and the rejected second solution ----
c2_bad = brentq(lambda c: inner_norm(c) - 1.1 * NORM_H, -5.0, 5.0)
bad = levels_by_diagonalization(full_potential(coefficients(c2_bad)))
assert abs(bad[0] - E1) < 1e-8
bad_error = bad[1] - exact[1]
assert bad_error < 0 and abs(bad_error) > 3 * abs(errors[0])
other = levels_by_diagonalization(full_potential(coefficients(c2_other)))
assert abs(other[0] - E1) < 1e-6
v_other = inner_potential(coefficients(c2_other))
assert v_other(0.0) > 0 > v_tm(0.0)

# ---- output ----
a_tm, b_tm = free_parameters(c2_tm)
print(f"rc = {BOHR:.6f} angstrom (1 bohr)")
print(f"1 hartree = {HARTREE:.6f} eV")
print(f"norm inside rc = {NORM_H:.8f} (pure number)")
print(f"roots of the norm condition, c2 from -20 to 40: {root_count}")
print(f"a = {a_tm:.8f}, b = {b_tm:.8f} (pure numbers)")
for k, value in enumerate(c_tm):
    print(f"c{2*k} * rc^{2*k} = {value:.8f} (pure number)")
for k, value in enumerate(c_tm):
    if k == 0:
        print(f"c0 = {value - 1.5*np.log(BOHR):.6f} (R in angstrom^-1.5)")
    else:
        print(f"c{2*k} = {value / BOHR**(2*k):.6f} angstrom^-{2*k}")
print(f"V_ps(0) = {v_tm(0.0)*HARTREE:.4f} eV")
print(f"V_ps(rc) = {v_tm(1.0)*HARTREE:.4f} eV")
print(f"R_ps(0)/R_H(0) = {np.exp(c_tm[0])/2:.5f}")
print(f"R_ps crosses R_H at r = {r_cross*BOHR:.5f} angstrom")
print(f"1s: pseudo, diagonalization = {diag[0]*HARTREE:.6f} eV")
for k, n in enumerate((2, 3)):
    print(f"{n}s: exact = {exact[k+1]*HARTREE:.6f} eV")
    print(f"{n}s: pseudo, matching = {matched[k]*HARTREE:.6f} eV")
    print(f"{n}s: pseudo, diagonalization = {diag[k+1]*HARTREE:.6f} eV")
    print(f"{n}s: error = {errors[k]*HARTREE:.4e} eV"
          f" = {errors[k]:.4e} hartree")
    print(f"{n}s: linearized matching = {linearized[k]*HARTREE:.4e} eV")
    print(f"{n}s: quadratic estimate = {quadratic[k]*HARTREE:.4e} eV")
    print(f"{n}s: quantum defect = {defects[k]:.4e}")
print(f"rc*dD/dE slope (per hartree): formula {slope_formula:.5f}")
print(f"  numerical: hydrogen {slopes[0]:.5f}, pseudo {slopes[1]:.5f}")
print(f"I/rc^3: hydrogen {i_h:.6f}, pseudo {i_ps:.6f}")
print(f"10% too much norm: c2*rc^2 = {c2_bad:.6f}")
print(f"10% too much norm: 1s = {bad[0]*HARTREE:.6f} eV")
print(f"10% too much norm: 2s error = {bad_error*HARTREE:.4e} eV")
print(f"second solution: c2*rc^2 = {c2_other:.6f}")
print(f"second solution: V(0) = {v_other(0.0)*HARTREE:.2f} eV")
print(f"second solution: 2s error = {(other[1]-exact[1])*HARTREE:.4e} eV")
print("PASS")
```

Output:

```
rc = 0.529177 angstrom (1 bohr)
1 hartree = 27.211386 eV
norm inside rc = 0.32332358 (pure number)
roots of the norm condition, c2 from -20 to 40: 2
a = 0.05445061, b = 0.26662178 (pure numbers)
c0 * rc^0 = 0.47416029 (pure number)
c2 * rc^2 = -1.09938126 (pure number)
c4 * rc^4 = -0.24172783 (pure number)
c6 * rc^6 = 1.90296175 (pure number)
c8 * rc^8 = -2.35490229 (pure number)
c10 * rc^10 = 1.27865831 (pure number)
c12 * rc^12 = -0.26662178 (pure number)
c0 = 1.428808 (R in angstrom^-1.5)
c2 = -3.925962 angstrom^-2
c4 = -3.082635 angstrom^-4
c6 = 86.660913 angstrom^-6
c8 = -382.969185 angstrom^-8
c10 = 742.579880 angstrom^-10
c12 = -552.945129 angstrom^-12
V_ps(0) = -103.3528 eV
V_ps(rc) = -27.2114 eV
R_ps(0)/R_H(0) = 0.80333
R_ps crosses R_H at r = 0.19555 angstrom
1s: pseudo, diagonalization = -13.605693 eV
2s: exact = -3.401423 eV
2s: pseudo, matching = -3.400965 eV
2s: pseudo, diagonalization = -3.400965 eV
2s: error = 4.5842e-04 eV = 1.6847e-05 hartree
2s: linearized matching = 4.5831e-04 eV
2s: quadratic estimate = 3.3088e-04 eV
2s: quantum defect = -1.3479e-04
3s: exact = -1.511744 eV
3s: pseudo, matching = -1.511555 eV
3s: pseudo, diagonalization = -1.511555 eV
3s: error = 1.8866e-04 eV = 6.9332e-06 hartree
3s: linearized matching = 1.8860e-04 eV
3s: quadratic estimate = 1.2760e-04 eV
3s: quantum defect = -1.8721e-04
rc*dD/dE slope (per hartree): formula -1.19453
  numerical: hydrogen -1.19457, pseudo -1.19457
I/rc^3: hydrogen 0.080723, pseudo 0.079783
10% too much norm: c2*rc^2 = -1.662256
10% too much norm: 1s = -13.605693 eV
10% too much norm: 2s error = -3.7532e-02 eV
second solution: c2*rc^2 = 18.396179
second solution: V(0) = 1488.15 eV
second solution: 2s error = 5.2292e-03 eV
PASS
```
